\section*{Why Kohn-Sham levels of a physisorbed molecule miss image-charge gap narrowing}

\section{The result and the belief it contradicts}

Let a molecule sit at height $z$ above the image plane of a metal, without appreciable overlap. Its ionization energy $I$ and electron affinity $A$ are then, to leading order in $1/z$,
\begin{equation}
I(z)=I_{\rm gas}-P,\qquad A(z)=A_{\rm gas}+P,\qquad
P=\frac{e^2}{16\pi\varepsilon_0 z}.
\label{eq:result}
\end{equation}
The gap $I-A$ shrinks by $2P=e^2/(8\pi\varepsilon_0 z)$, which is $1/(2z)$ in Hartree atomic units. The Kohn-Sham gap of the neutral molecule, computed with a semilocal functional, does not show this reduction.

The contrary belief is reasonable. A calculation for molecule and metal together contains the metal's electrons and is self-consistent, so its levels ought to include the metal's screening. Moreover, the same functional does yield the narrowing when total energies of different charge states are subtracted, provided the electron is removed from or added to the molecule, not the metal. The error is to expect it in the eigenvalues of the neutral system, where there is no added charge to screen.

\section{The energy of a charge near a metal}

Treat the metal as an ideal conductor that responds statically to each charge state. A charge $q$ at height $s$ is attracted by its image $-q$ at distance $2s$. With the outward direction positive, the force is
\begin{equation}
F(s)=-\frac{q^2}{4\pi\varepsilon_0(2s)^2}=-\frac{q^2}{16\pi\varepsilon_0 s^2}.
\end{equation}
The energy relative to infinite separation is
\begin{equation}
W(z)=-\int_\infty^z F(s)\,ds
=\frac{q^2}{16\pi\varepsilon_0}\left[-\frac1s\right]_\infty^z
=-\frac{q^2}{16\pi\varepsilon_0 z}.
\label{eq:image}
\end{equation}
This is half the product of $q$ and the image potential $-q/(8\pi\varepsilon_0 z)$, because the image is not a fixed charge: it keeps the value $-q$ but moves toward the surface as the molecular charge approaches.

Define $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$, where $N$ is the electron number of the neutral molecule. For $q=\pm e$, equation~\eqref{eq:image} gives $W=-P$; the neutral molecule has no monopole term. Hence
\begin{align}
I(z)&=[E(N-1)-P]-E(N)=I_{\rm gas}-P,\\
A(z)&=E(N)-[E(N+1)-P]=A_{\rm gas}+P,
\end{align}
and subtraction gives $I(z)-A(z)=I_{\rm gas}-A_{\rm gas}-2P$. On an energy axis with vacuum at zero, the occupied charging level $-I$ rises by $P$ and the empty one, $-A$, falls by $P$.

\section{Why the neutral eigenvalues stay put}

Remove a fraction $\delta$ of an electron from the highest occupied orbital. In a mean-field calculation the metal sees the average charge $q=\delta e$, so equation~\eqref{eq:image} adds $-\delta^2P$:
\begin{equation}
E(\delta,z)=E_{\rm gas}(\delta)-\delta^2P.
\end{equation}
Janak's relation says that an eigenvalue is the derivative of the energy with respect to its occupation. The electron number is $N-\delta$, so
\begin{equation}
\varepsilon_H(\delta,z)=-\frac{\partial E(\delta,z)}{\partial\delta}
=\varepsilon_H^{\rm gas}(\delta)+2\delta P.
\label{eq:slope}
\end{equation}
At $\delta=0$ this shift vanishes. The image of a polar molecule's own dipole can still move the neutral levels. For a dipole normal to the surface the leading shift, of order $1/z^2$, is common to all levels and leaves the gap unchanged. For a flat dipole this common term vanishes, and the remaining shifts, of order $1/z^3$, can differ between levels. The charging level is instead the average of the eigenvalue over the whole removal:
\begin{equation}
-I(z)=-[E(1,z)-E(0,z)]=\int_0^1\varepsilon_H(\delta,z)\,d\delta
=-I_{\rm gas}+\int_0^1 2\delta P\,d\delta=-I_{\rm gas}+P .
\end{equation}
For a fraction $\eta$ added to the lowest empty orbital, the energy is again lowered by $\eta^2P$, but now $\varepsilon_L=+\partial E/\partial\eta$. The shift is $-2\eta P$: zero for the neutral molecule and $-P$ on average.

Apart from the shifts due to the neutral molecule's own multipoles (dipole, quadrupole and higher), which fall off faster than $P$, the metal changes the curvature of the mean-field energy as a function of electron number, not its slope at neutrality. This ties the missing narrowing to delocalization error. If a fractional charge is treated as a statistical mixture of neutral molecule and cation, with weights $1-\delta$ and $\delta$ and the metal relaxed for each, the image energy is $-\delta P$. Its slope gives the full shift $P$ at once. The mean-field form $-\delta^2P$ does not.

Nor can the semilocal exchange-correlation potential supply the shift. It depends on the density and its derivatives at each point, and without overlap the metal hardly alters these inside the molecule. What the metal can add is a smooth electrostatic potential, for instance from an interface dipole. A constant potential leaves the molecular density unchanged; a varying one also polarizes the molecule, which alters the Hartree and exchange-correlation potentials. If $\delta v$ denotes the total change of the Kohn-Sham potential energy, this response included, the gap changes to first order by
\begin{equation}
\delta(\varepsilon_L-\varepsilon_H)=\int\left(|\phi_L|^2-|\phi_H|^2\right)\delta v\,d^3r,
\end{equation}
which vanishes for constant $\delta v$ because both orbitals are normalized. Such a common shift is physical and should be kept, but it leaves the gap unchanged, whereas polarization moves the two charging levels in opposite directions.

\section{The two-step correction}

The first step repairs the two frontier eigenvalues of the isolated molecule:
\begin{equation}
\Sigma_H^{\rm gas}=-I_{\rm gas}-\varepsilon_H^{\rm gas},\qquad
\Sigma_L^{\rm gas}=-A_{\rm gas}-\varepsilon_L^{\rm gas}.
\end{equation}
The second adds the polarization shifts:
\begin{equation}
\Sigma_H=\Sigma_H^{\rm gas}+P,\qquad
\Sigma_L=\Sigma_L^{\rm gas}-P.
\label{eq:sigma}
\end{equation}
This is the DFT+$\Sigma$ correction. It can be applied as an operator on the molecular block $\hat h$ of the Kohn-Sham Hamiltonian. If $\hat h\phi_m=\varepsilon_m\phi_m$ with orthonormal $\phi_m$, then
\begin{equation}
\left(\hat h+\sum_n\Sigma_n|\phi_n\rangle\langle\phi_n|\right)\phi_m
=(\varepsilon_m+\Sigma_m)\phi_m,
\end{equation}
with $\Sigma_n=\Sigma_H$ for occupied and $\Sigma_L$ for empty orbitals. Both shifts are fixed by the frontier levels; using them for all other levels is an approximation, and a poor one for core levels. Using gas-phase orbitals for the adsorbed molecule is an approximation, good when adsorption barely changes them.

\section{Hydrogen fluoride above a conductor}

Take HF lying flat at $z=4$~\AA, with bond length $0.92$~\AA, the PBE functional and the cc-pVDZ basis. An ideal conductor responds self-consistently to the full molecular charge distribution. The charging energies are PBE total-energy differences, so the comparison tests the correction, not agreement with experiment. The highest occupied level of HF is a degenerate $\pi$ pair; all values below place the hole in the $\pi$ orbital parallel to the surface. Near the conductor a hole in the $\pi$ orbital normal to the surface is slightly more stable, by $0.007$~eV at $4$~\AA: it gives $-I=-14.853$~eV instead of $-14.860$~eV and raises the gap reduction and the half-hole shift by about the same amount. This splitting is a finite-size effect that the point-charge formula does not contain.

HF has no ordinary bound valence anion: the finite basis holds the added electron. The absolute value of $A$, and hence of the gap, is therefore a property of this model. In the 6-31G basis $A_{\rm gas}$ is $-5.003$ instead of $-4.272$~eV, yet its rise at the surface is nearly the same, $0.891$ against $0.894$~eV. With diffuse functions (aug-cc-pVDZ) $A_{\rm gas}$ is $-0.597$~eV and the rise is $0.903$~eV. The occupied side is not converged in cc-pVDZ either: $I_{\rm gas}$ and $\varepsilon_H^{\rm gas}$ move from $15.75$ and $-8.30$~eV to $16.13$ and $-9.11$~eV in cc-pVTZ and to $16.35$ and $-9.64$~eV in aug-cc-pVDZ, while the fall of $I$ at the surface stays at $0.892$~eV. The absolute levels and gas-phase corrections below are thus properties of the basis; the shifts caused by the conductor are stable to about $0.01$~eV in these bases.

The predicted shift is
\begin{equation}
P=\frac{14.3996\ \text{eV\,\AA}}{4\times4.0\ \text{\AA}}=0.900\ \text{eV},
\qquad 2P=1.800\ \text{eV}\quad(2.88\times10^{-19}\ \text{J}).
\end{equation}
Total energies give a gap reduction of $1.786$~eV ($1.787$~eV in cc-pVTZ, $1.795$~eV in aug-cc-pVDZ). The Kohn-Sham gap changes by $+0.0085$~eV ($+0.009$ to $+0.010$~eV in the two larger bases): it widens slightly. The model contains the conductor's electrostatic response but not its electrons; it shows that self-consistent screening alone does not narrow the Kohn-Sham gap of this neutral molecule.

Equation~\eqref{eq:slope} predicts that the occupied level does move once the molecule is charged, by $2\times\tfrac12P=0.900$~eV at half a hole. The calculation gives $0.892$~eV.

The gas-phase corrections are
\begin{align}
\Sigma_H^{\rm gas}&=-15.751+8.300=-7.451\ \text{eV},\\
\Sigma_L^{\rm gas}&=4.272-0.879=3.393\ \text{eV}.
\end{align}
With polarization they become $\Sigma_H=-7.451+0.900=-6.551$~eV and $\Sigma_L=3.393-0.900=2.493$~eV. Added to the Kohn-Sham levels near the conductor, they give
\begin{align}
-8.305-6.551&=-14.856\ \text{eV}&&(\text{direct } -I:\ -14.860\ \text{eV}),\\
0.883+2.493&=3.376\ \text{eV}&&(\text{direct } -A:\ 3.378\ \text{eV}).
\end{align}
The program obtains the same corrected levels from the projection operator built with gas-phase orbitals.

The two steps have opposite effects on the gap. The gas-phase step opens it by $3.393+7.451=10.844$~eV; polarization takes back $1.800$~eV. In this example the Kohn-Sham gap therefore lies closer to the charging gap $I-A$ near the metal than in the gas phase, although it has hardly responded to the metal. Such an improvement is no evidence of screening in the eigenvalues.

\section{Where the correction holds}

As $z\to\infty$, $P\to0$ and only the gas-phase correction remains. At $z=8$~\AA\ the computed gap reduction is $0.898$~eV, against $2P=0.900$~eV.

At short distance the molecule is not a point. Let $a$ be the size of its charge distribution. For a flat molecule, as here, charge-quadrupole and dipole-dipole interactions with the image give energies of order $e^2a^2/[4\pi\varepsilon_0(2z)^3]$, smaller than $P$ by a factor of order $(a/z)^2$. If the charged molecule has a dipole of order $ea$ normal to the surface, measured about the point at height $z$, a charge-dipole energy of order $e^2a/[4\pi\varepsilon_0(2z)^2]$ is added, smaller than $P$ only by a factor of order $a/z$. The height must also be measured from the image plane, not from the top layer of nuclei. Since $dP/dz=-P/z$, a misplacement of $0.1$~\AA\ at $z=4$~\AA\ changes $P$ by about $0.900\times0.1/4=0.02$~eV.

The scheme further assumes that both charging levels stay on their own sides of the Fermi level and mix weakly with metal states. If a level crosses the Fermi level, the molecule no longer has the assumed neutral charge. If it hybridizes strongly, an integer molecular charge is no longer a good description, and neither the gas-phase shift nor the point-charge shift can simply be carried over.

\section*{Numbers as computed}
\begin{verbatim}
Units: energies in eV, lengths in angstrom
e^2/(4 pi eps0): 14.3996 eV angstrom
Disc test: energy / [e^2/(4 pi eps0 z)]: -0.2503 (no unit)
HF bond length: 0.92 angstrom
Gas phase, PBE/cc-pVDZ
KS HOMO: -8.300 eV
KS LUMO: 0.879 eV
KS gap: 9.179 eV
I from total energies: 15.751 eV
A from total energies (basis-held electron): -4.272 eV
Gap I-A: 20.024 eV
HOMO level with half a hole: -15.800 eV
Sigma_H gas: -7.451 eV
Sigma_L gas: 3.393 eV
Conductor at z = 4.0 angstrom
P = e^2/(16 pi eps0 z): 0.900 eV
Predicted gap reduction 2P: 1.800 eV
Computed fall of I: 0.892 eV
Computed rise of A: 0.894 eV
Computed reduction of I-A: 1.786 eV
Change of KS gap: 0.0085 eV
KS HOMO: -8.305 eV
KS LUMO: 0.883 eV
Sigma_H total: -6.551 eV
Sigma_L total: 2.493 eV
DFT+Sigma HOMO: -14.856 eV
Direct -I: -14.860 eV
DFT+Sigma LUMO: 3.376 eV
Direct -A: 3.378 eV
DFT+Sigma gap: 18.232 eV
Conductor at z = 8.0 angstrom
P = e^2/(16 pi eps0 z): 0.450 eV
Predicted gap reduction 2P: 0.900 eV
Computed fall of I: 0.449 eV
Computed rise of A: 0.449 eV
Computed reduction of I-A: 0.898 eV
Change of KS gap: 0.0011 eV
KS HOMO: -8.301 eV
KS LUMO: 0.880 eV
Sigma_H total: -7.001 eV
Sigma_L total: 2.943 eV
DFT+Sigma HOMO: -15.302 eV
Direct -I: -15.302 eV
DFT+Sigma LUMO: 3.823 eV
Direct -A: 3.823 eV
DFT+Sigma gap: 19.125 eV
Half-hole HOMO shift at z = 4.0 angstrom: 0.892 eV
Gas-phase A in 6-31G: -5.003 eV
Rise of A in 6-31G at z = 4.0 angstrom: 0.891 eV
\end{verbatim}
